# Why one displaced supercell can reproduce a thermally averaged spectrum

A spectrum computed with the atoms at rest misses absorption that thermal and zero-point motion makes possible. In an indirect-gap crystal, if electron–hole attraction is also left out, it shows nothing below the direct edge except the tail of the broadening. Random thermal snapshots restore the missing part, but each carries its own noise, and averaging them multiplies the cost. A single large cell with chosen displacements can do the same work. Alternating signs remove one of the errors, but they do not suffice alone, and they are not the only way to remove it.

## What is averaged

Let $A(E;x)$ be the spectrum per cell with the nuclei held at normal coordinates $x$. In the adiabatic, harmonic approximation, and if the phonon energy exchanged in a transition is neglected (the static approximation), the thermal spectrum is the mean of $A$ over independent Gaussian coordinates of variance

$$\sigma^2=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

The working model is a ring of $N$ cells ($N$ odd), each with a B atom at position 0 and an N atom at position ½, joined by equal springs. With $q_j=2\pi j/N$ and $j=1,\dots,n=(N-1)/2$, the displacements are

$$u_{\kappa l}=\sqrt{\frac{2}{Nm_\kappa}}\sum_{j\nu}e_{\kappa\nu}(q_j)\,\mathrm{Re}\!\left[z_{j\nu}e^{iq_j(l+\tau_\kappa)}\right],\qquad z=x+iy .$$

Here $\nu=1,2$ labels the branch, $\tau_\kappa$ is the atom's position in the cell, and the eigenvectors $e$ are real and continuous in $q$. The cosine and sine coordinates $x,y$ each have variance $\sigma^2$. The zone-centre optical mode is treated separately; the zone-centre acoustic mode shifts the whole ring and has no effect.

Conduction and valence states have energies $E_c(k)=7.2+0.90\cos k$ and $E_v(k)=0.30\cos k$ in eV. The indirect gap is therefore 6.0 eV and the direct edge 6.6 eV. Stretching the bond inside a cell, $b_1$, raises the conduction site energy by $\alpha_c b_1$. Stretching the bond to the next cell, $b_2$, raises the valence one by $\alpha_v b_2$. Here $\alpha_c=2.5$ and $\alpha_v=1.5$ eV/Å. Light connects the two orbitals of one cell, so

$$A(E)=\frac1N\sum_{cv}|\langle c|v\rangle|^2\,\delta(E-E_c+E_v),$$

with unit integral. The delta function is broadened to a Gaussian of standard deviation $\eta=0.05$ eV unless stated otherwise.

## Which terms have to cancel

Expand in the real coordinates $x_a$:

$$A=A_0+\sum_a g_ax_a+\tfrac12\sum_{ab}h_{ab}x_ax_b+\dots$$

The Gaussian mean keeps $A_0+\frac12\sum_a h_{aa}\sigma_a^2$ through second order. Setting $x_a=s_a\sigma_a$ with $s_a=\pm1$ gives this diagonal sum without error, because $s_a^2=1$. What remains unwanted is

$$\sum_a s_ag_a\sigma_a+\tfrac12\sum_{a\ne b}s_as_bh_{ab}\sigma_a\sigma_b .$$

Translation symmetry removes most of it. Moving the displacement pattern by one cell multiplies $z_{j\nu}$ by a phase $e^{\pm iq_j}$ and leaves $A$ unchanged. A term linear in $z_{j\nu}$ would acquire that phase, so its coefficient is zero. A product $z_{j\nu}z_{j'\nu'}$ acquires the phase of $q_j+q_{j'}$, which lies strictly between 0 and $2\pi$, so it vanishes too. A product $z^*_{j\nu}z_{j'\nu'}$ survives if $j=j'$. Finite differences in a 9-cell ring with 0.3 eV broadening agree: the largest cross term is $5.8\times10^{-3}$ eV⁻¹ at equal $q$ and $5\times10^{-9}$ eV⁻¹ at different $q$.

The exception in first order is the zone-centre optical mode. Its displacement is the same in every cell and scales as $N^{-1/2}$, and so does its linear term. A single mode has no partner to cancel it, whatever its sign. I leave it out, which also drops its diagonal second-order term, a share of order $1/N$.

For the other modes, the second-order part at each $q_j$ is

$$\frac1{2N}\sum_{\nu\nu'}K_{\nu\nu'}z_\nu^*z_{\nu'}
=\frac1{2N}\sum_\nu K_{\nu\nu}|z_\nu|^2+\frac1N\mathrm{Re}\!\left[K_{12}z_1^*z_2\right].$$

$K$ is Hermitian because $A$ is real, so the two off-diagonal terms are complex conjugates and add to twice a real part. The prefactor $1/N$ arises because each displacement carries $N^{-1/2}$, while the average over cells has no further dependence on $N$.

## How alternation works

Choose

$$z_{j1}=\sigma_1\zeta_j,\qquad z_{j2}=i(-1)^j\sigma_2\zeta_j,\qquad \zeta_j=\pm1\pm i .$$

Multiplying $\zeta_j$ by $i$ gives another number of the form $\pm1\pm i$, so every real coordinate is still $\pm\sigma$. Since $|\zeta_j|^2=2$, we have $z_1^*z_2=2i(-1)^j\sigma_1\sigma_2$, and the cross terms add up to

$$\frac1N\sum_{j=1}^n(-1)^jF(q_j),\qquad F=-2\sigma_1\sigma_2\,\mathrm{Im}K_{12}.$$

For even $n$, group neighbours into pairs. With $\Delta q=2\pi/N$, each pair gives $F(q_{2m})-F(q_{2m-1})\approx\Delta q\,F'$. The pairs lie $2\Delta q$ apart, so their sum is half the integral of $F'$:

$$\frac1N\sum_j(-1)^jF(q_j)\approx\frac{F(\pi)-F(0)}{2N}.$$

With a constant relative sign, the $n\approx N/2$ terms add to a quantity of order $N$, and the prefactor leaves a finite error.

This was tested at 300 K with 0.2 eV broadening, comparing the second-order change at four energies with its thermal value. The relative error with alternation is 4.6 %, 2.3 % and 1.5 % for 41, 81 and 121 cells, which follows $1/N$. With the constant relative phase $i$ it stays near 33 %.

Two conditions are hidden in the word "neighbours". First, $F$ must change little from one $q$ to the next. Band energies change by up to 0.9 eV per radian, so a cautious condition is $\Delta q\ll\eta/(0.9\ \mathrm{eV})$. For $\eta=0.05$ eV this gives $N\gg113$, an estimate on the safe side rather than a threshold. Second, the eigenvectors must be continuous in $q$, since an arbitrary flip of one of them undoes the chosen sign.

Alternating down a list of modes can also fail. If two branches are listed $q$ by $q$ with signs $+-+-$, the first is always plus and the second always minus. Their relative sign is then constant, and nothing cancels between neighbouring $q$.

## Why the common sign must be irregular

The second-order result does not depend on $\zeta_j$; the higher orders do. A term of order $p$ carries $N^{-p/2}$ from the displacements, and its wavevectors must add to zero, up to a reciprocal lattice vector.

- In fourth order there are about $N^2$ terms in which the modes pair up. With the factor $N^{-2}$ they give a finite contribution. It is correct for two different modes, because $\langle x_a^2x_b^2\rangle=\sigma_a^2\sigma_b^2$. Pairings that mix branches carry alternating signs and cancel as before.
- When all four factors are the same coordinate, the special cell gives $\sigma^4$ instead of the Gaussian $3\sigma^4$. There are about $N$ such terms, so the error is of order $1/N$.
- About $N^3$ terms are unpaired. With irregular $\zeta_j$ they add like a random walk, to $N^{3/2}$, and leave an error of order $N^{-1/2}$. Third order gives the same power: $N^2$ terms add to $N$, times $N^{-3/2}$.

This counting assumes coefficients that stay bounded as $N$ grows. The physical ground for that is locality: broadening $\eta$ limits the distance over which the electrons sense the displacements; $0.9/0.05=18$ cells is a rough upper estimate. A large cell then contains many nearly independent neighbourhoods, and the spectrum averages over them. With irregular signs, each local displacement is a sum of many independent terms and is close to Gaussian.

If $\zeta_j$ is constant, all waves of the first branch are in phase at one place and build a pulse of height proportional to $\sqrt N$. For the second branch, $(-1)^j=e^{iq_jN/2}$ merely moves the pulse by half the ring. In 401 cells at 300 K both patterns have the same rms stretch, 0.0526 Å, which is also the thermal value. The largest stretch, however, is 0.70 Å for the regular pattern and 0.18 Å for an irregular one. The ratio $\langle b_1^4\rangle/\langle b_1^2\rangle^2$, which is 3 for a Gaussian, is 110 for the regular pattern; an irregular 801-cell pattern gives 3.05.

## How phonon-assisted absorption appears

Static displacements mix $k$ with $k'=k+q$. Write $V_c$ and $V_v$ for the matrix elements $\langle k'|V|k\rangle$ of the two site-energy changes. To first order, the conduction state at $k'$ gains a part at $k$, and the valence state at $k$ gains a part at $k'$. Their overlap becomes

$$\langle c,k'|v,k\rangle=\frac{V_c}{E_c(k')-E_c(k)}-\frac{V_v}{E_v(k')-E_v(k)} .$$

The minus sign comes from the valence denominator $E_v(k)-E_v(k')$. Let $B_1,B_2$ be the complex stretches of the two bonds per unit normal coordinate. One branch gives $V_c=\alpha_cB_1z/\sqrt{2N}$ and $V_v=\alpha_vB_2z/\sqrt{2N}$. Since $\langle|z|^2\rangle=2\sigma^2$, the absorption below the direct edge is, in leading order,

$$A_2(E)=\frac1{N^2}\sum_{kq\nu}\sigma_\nu^2\left|\frac{\alpha_cB_1}{E_c(k')-E_c(k)}-\frac{\alpha_vB_2}{E_v(k')-E_v(k)}\right|^2\delta\big(E-E_c(k')+E_v(k)\big).$$

Here $q$ runs over both signs, $q=\pm q_j$; for $-q_j$ the quantities $B_1$, $B_2$ and $z$ are replaced by their complex conjugates. At 6.25 eV and 300 K this gives 0.0198 eV⁻¹. Diagonalizing a special 401-cell ring with displacements scaled by 0.03, and dividing the added absorption by $0.03^2$, also gives 0.0198 eV⁻¹. At full displacement the thermal reference is 0.0267 eV⁻¹, so leading order misses about a quarter of it.

## How large the errors are

The reference is the mean of 120 Gaussian samples of 201 cells at 300 K. The error below is the integrated absolute difference from it, on a scale where the total strength is 1. "Mean of 10" denotes the mean of ten separate single-cell errors, not the error of an averaged spectrum.

| Configuration | Error |
|---|---:|
| Undisplaced crystal | 0.216 |
| Regular common sign, 401 cells | 0.187 |
| Random snapshots, 401 cells, mean of 10 | 0.033 |
| Special cells, 101 cells, mean of 10 | 0.045 |
| Special cells, 401 cells, mean of 10 | 0.023 |
| One special cell, 801 cells | 0.017 |

The statistical noise of the reference is about 0.004. Going from 101 to 401 cells halves the error, as $N^{-1/2}$ predicts, though two sizes do not establish a law. At equal size the error of the special cells is 31 % lower in these draws; each mean of ten is uncertain by roughly 0.002, so the gain is only fixed to somewhere between about 15 and 35 %. This gain cannot be credited to alternation, since the snapshots also contain the zone-centre optical mode and their amplitudes fluctuate. Independent random signs for the two branches would leave second-order cross terms that add to about $N^{1/2}$, times $1/N$. That error is of order $N^{-1/2}$, the same power as the noise from higher orders. The clear benefit of alternation is over a constant relative phase. If snapshot noise falls as the inverse root of their number, these draws make one special cell worth $(0.0333/0.0229)^2\approx2$ snapshots in this chain; given the noise of the two means, roughly one and a half to two is all that can be said. Most of the accuracy comes from the size of the cell.

Weak absorption is reproduced less well than the whole spectrum. At 6.25 eV the 801-cell result is 0.0233 eV⁻¹, 13 % below the reference, whose own statistical noise at this energy is a few per cent. The onset, defined as the energy below which 1 % of the strength lies, is 6.379 eV against 6.373 eV for the reference; the undisplaced crystal gives 6.541 eV. With the signs held fixed, the special cell gives 6.382 eV at 0 K and 6.360 eV at 600 K, so most of the lowering is zero-point motion. The 3 meV change from 0 to 300 K is smaller than the 6 meV error at 300 K and should not be read as a converged shift.

## Against real hBN

The gap, the atomic masses and the phonon energies are roughly those of bulk hexagonal boron nitride (hBN); the highest phonon energy is 0.17 eV in the model and about 0.20 eV in hBN. The one-dimensional bands and the couplings are chosen values, and the layered structure is absent, so the spectra are not predictions for hBN.

The largest omission sized here is electron–hole attraction. For an electron at $k=\pi$ and a hole at $k=0$, a three-dimensional hydrogen-like estimate with the reduced mass of the model bands, 1.02 $m_e$ for a cell length of 2.5 Å (a model value, not that of hBN), and a rough permittivity of 5 gives $13.6\times1.02/25\approx0.55$ eV, nearly the whole distance between the indirect and direct edges. The corresponding radius is about one cell, so this fixes only the order of magnitude.

A static cell also merges phonon emission and absorption into one threshold, whereas the true thresholds lie above and below the indirect gap by the phonon energies at $q=\pi$, which are 0.11 and 0.13 eV in the model. Restoring the phonon energies in $A_2$ lowers it at 6.25 eV from 0.0198 to 0.0168 eV⁻¹, or 15 %. Close to the indirect edge, where the photon energy does not yet suffice to emit a phonon, only phonon absorption remains. With phonon occupation $n_B$, its share of the static weight is $n_B/(2n_B+1)$, about 0.01 at 300 K. Before broadening, the static $A_2$ is therefore too high by a factor of about 80 just above the indirect gap, and it is zero just below the gap, where phonon absorption still contributes down to about 5.87 eV. The shape of the spectrum near the edge should not be trusted. Anharmonic bond growth, estimated with a rough Morse parameter of 2 Å⁻¹, is $\tfrac32\times2\times0.0526^2\approx0.008$ Å. It changes the gap by $(2.5-1.5)\times0.008\approx0.008$ eV.

## What to do

1. Leave out the zone-centre optical modes, or average the spectra of $x$ and $-x$, which removes all odd orders.
2. Make the eigenvectors as continuous in $q$ as possible before assigning signs. In three dimensions this can fail where branches are degenerate and, in polar crystals, at the zone centre; the cancellation is then less complete near those points.
3. Balance the relative sign of every pair of branches over neighbouring $q$. For four branches, the rows $++++$, $+-+-$, $++--$ and $+--+$ over four successive $q$ do this, since the product of any two rows sums to zero.
4. Multiply all branches at each $q$ by a common irregular sign, and check that the local displacements look Gaussian.
5. Enlarge the cell until $\Delta q$ times the band slope is well below $\eta$, then repeat with a few sign choices. Their spread measures the remaining noise, which matters most for weak absorption and small temperature shifts. It does not reveal errors common to all sign choices: the $1/N$ terms found above and the static, adiabatic and harmonic approximations.

The full set of values is in the numerical output below.

## Computed values

```
masses B, N: 10.8, 14.0 u; spring 21.08 eV/A^2
top phonon 0.17 eV; kT at 300 K 0.0259 eV
band centre distance 7.2 eV; hoppings c, v 0.45, 0.15 eV
couplings c, v: 2.5, 1.5 eV/A; broadening 0.05 eV
indirect gap 6.00 eV; direct edge 6.60 eV
9 cells: slope, zone-centre mode 5.205e-02 1/eV
9 cells: largest slope, other modes 1.1e-08 1/eV
9 cells: largest cross term, same q 5.835e-03 1/eV
9 cells: largest cross term, different q 5.1e-09 1/eV
second-order test: broadening 0.2 eV, relative errors
  41 cells: alternating 4.64e-02, constant 0.338
  81 cells: alternating 2.27e-02, constant 0.331
  121 cells: alternating 1.51e-02, constant 0.328
rms stretch 300 K, force matrix 0.05264 A
rms stretch 300 K, special cell 0.05258 A (401 cells)
A2(6.25 eV), perturbation formula 0.01980 1/eV
A2(6.25 eV), weakly displaced cell 0.01983 1/eV
A2(6.25 eV), with phonon energies 0.01675 1/eV
reference: 120 samples of 201 cells, 300 K
integrated |difference| from reference (total strength 1):
  statistical noise of reference 0.0036
  undisplaced crystal 0.2162
  one special cell, 801 cells 0.0170
  special, mean of 10, 101 cells 0.0453
  special, mean of 10, 401 cells 0.0229
  random snapshot, mean of 10, 401 cells 0.0333
  regular common sign, 401 cells 0.1870
E (eV): A undisplaced, special 801, reference (1/eV)
  6.00: 1.34e-30, 0.0058, 0.0065
  6.25: 7.96e-12, 0.0233, 0.0267
  6.50: 8.23e-02, 0.4215, 0.4008
  6.70: 1.07e+00, 0.8529, 0.8504
  7.20: 5.32e-01, 0.5476, 0.5459
  7.70: 1.07e+00, 0.8231, 0.8503
onset, undisplaced 6.541 eV
onset, reference 300 K 6.373 eV
onset, special cell 0 K: 6.382 eV
onset, special cell 300 K: 6.379 eV
onset, special cell 600 K: 6.360 eV
kurtosis of stretch: irregular 3.05 (801 cells)
kurtosis of stretch: regular 110.5 (401 cells)
largest stretch, 401 cells: irregular 0.183 A
largest stretch, 401 cells: regular 0.704 A
rough inputs: cell 2.5 A, permittivity 5.0, Morse 2.0 1/A
neglected: electron-hole binding about 0.55 eV (reduced mass 1.02 m_e)
neglected: anharmonic bond growth 0.0083 A, gap shift 0.0083 eV
```
